# Localization Length of a Disordered Bar by Repeated QR Factorization

A disordered metal bar 1 nm wide is described below by a lattice model whose localization length is about 31 nm. Suppose that one multiplies its transfer matrices over 640 slices in double precision, rescales the product to avoid overflow, and reads off the slowest growth rate at the end. The answer is then a localization length of 0.21 nm, which is less than the spacing of the lattice. No formula was wrong. The slow growth was lost in rounding errors that grow at the fastest rate. A factorization repeated every few slices prevents this.

## Two growth rates by hand

Take the matrix
$$A=\begin{pmatrix}6&4\\4&6\end{pmatrix}.$$
It multiplies $(1,1)$ by 10 and $(1,-1)$ by 2, so the growth rates per step are $\ln 10$ and $\ln 2=0.693$. It is not a transfer matrix, but it shows the difficulty. Since $(1,0)$ is half the sum of these two vectors,
$$A^n=\frac12\begin{pmatrix}10^n+2^n&10^n-2^n\\10^n-2^n&10^n+2^n\end{pmatrix}.$$

Now keep three significant digits after each step. The first column runs through $(6,4)$, $(52,48)$, $(504,496)$. The next step gives $(5008,4992)$, stored as $(5010,4990)$. One more gives
$$6\cdot5010+4\cdot4990=50020,\qquad 4\cdot5010+6\cdot4990=49980,$$
and both are stored as 50000. By symmetry the second column is the same. The true entries, 50016 and 49984, differ, and that difference carried the factor 2. It is gone, and no later operation can restore it. The loss occurs when $(10/2)^n$ passes $10^3$, that is, at $n\approx\ln10^3/\ln5=4.3$.

Instead, write $A=Q_1R_1$, with orthonormal columns in $Q_1$ and $R_1$ upper triangular. The first diagonal entry is the length of the first column, $\sqrt{6^2+4^2}=7.211$. Because $|\det Q_1|=1$ and $\det A=36-16=20$, the second is $20/7.211=2.774$. Then apply $A$ to $Q_1$, not to $A$, and factorize again. The first column of $Q_1$ is $(6,4)/\sqrt{52}$, and $A$ turns it into $(52,48)/\sqrt{52}$, of length $\sqrt{5008/52}=9.814$. The second entry is $20/9.814=2.038$. A third step gives 9.992 and 2.002. The entries approach 10 and 2, and since both columns are returned to unit length at right angles, neither is ever a small difference of large numbers.

The average logarithm of the second entry after three steps is $\frac13\ln(2.774\cdot2.038\cdot2.002)=0.809$. The excess over 0.693 comes from the start and falls as $1/n$.

## The bar and its transfer matrix

The bar has $M$ sites in each slice, hopping $-t$ between nearest neighbours, and hard side walls. Site energies are independent and uniform in $[-W/2,W/2]$. Let $\psi_n$ be the vector of $M$ amplitudes in slice $n$ and $H_n$ the real symmetric Hamiltonian of that slice. The Schrödinger equation at energy $E$ is
$$-t\psi_{n+1}-t\psi_{n-1}+H_n\psi_n=E\psi_n .$$
Solving for $\psi_{n+1}$ gives
$$\begin{pmatrix}\psi_{n+1}\\\psi_n\end{pmatrix}=T_n\begin{pmatrix}\psi_n\\\psi_{n-1}\end{pmatrix},\qquad T_n=\begin{pmatrix}A_n&-1\\1&0\end{pmatrix},\qquad A_n=\frac{H_n-E}{t}.$$

With $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ in blocks of size $M$,
$$JT_n=\begin{pmatrix}1&0\\-A_n&1\end{pmatrix},\qquad T_n^{\mathsf T}JT_n=\begin{pmatrix}A_n&1\\-1&0\end{pmatrix}\begin{pmatrix}1&0\\-A_n&1\end{pmatrix}=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=J .$$
The product $P_L=T_L\cdots T_1$ inherits this property, so $P_L^{-1}=J^{-1}P_L^{\mathsf T}J$. As $J$ is orthogonal, $P_L^{-1}$ has the same singular values as $P_L$. They therefore come in pairs $\sigma,1/\sigma$.

For independent, identically distributed $T_n$ with finite averages of $|\ln\|T_n^{\pm1}\||$, which bounded site energies guarantee, Oseledets' theorem states that $\frac1L\ln\sigma_i(P_L)$ tends to a fixed number $\gamma_i$ with probability one. These Lyapunov exponents form pairs $\pm\gamma_i$, with $\gamma_1\ge\dots\ge\gamma_M\ge0$. That $\gamma_M$ is strictly positive is an extra property of disordered bars, taken here from the numerical result.

Without disorder, a transverse mode of energy $\varepsilon_a$ obeys $\psi_{n+1}+\psi_{n-1}=[(\varepsilon_a-E)/t]\psi_n$. If $|E-\varepsilon_a|<2t$ it is a propagating wave with exponent zero (an open channel). If $|E-\varepsilon_a|>2t$ it grows or decays with $2\cosh\gamma=|E-\varepsilon_a|/t$ (a closed channel).

## Why the smallest exponent sets the length

Start $M$ solutions together from a hard wall, $\Phi_0=0$ and $\Phi_1=1$, where each $\Phi_n$ is an $M\times M$ matrix. Let $H$ be the Hamiltonian of the isolated bar of $L$ slices. Every row of $(H-E)\Phi$ vanishes except the last, where $H$ lacks the hopping to slice $L+1$. In the full equation that term is $-t\Phi_{L+1}$, so without it the row equals $+t\Phi_{L+1}$. Multiplying by the inverse of $H-E$ and reading the first slice,
$$1=\Phi_1=\big[(H-E)^{-1}\big]_{1L}\,t\,\Phi_{L+1}\quad\Longrightarrow\quad\big[(H-E)^{-1}\big]_{1L}=\frac{\Phi_{L+1}^{-1}}{t}.$$
For a bar of six slices inverted directly, the product $[(H-E)^{-1}]_{1L}\,t\,\Phi_{L+1}$ equalled the unit matrix within $3\times10^{-12}$.

The largest singular value of the left side is thus $1/(t\,\sigma_{\min}(\Phi_{L+1}))$. Generic starting columns contain the $M$ fastest growth directions, of which the slowest grows as $e^{\gamma_ML}$. Propagation from end to end then decays as $e^{-\gamma_ML}$, and with slice spacing $a$
$$\boxed{\;\xi=\frac{a}{\gamma_M}\;}$$
is the localization length for amplitudes. Transmission is quadratic in the amplitude. For a bar of physical length $\ell$ its typical value, meaning the exponential of its average logarithm, falls as $e^{-2\ell/\xi}$. A convention that defines the length by the transmission itself gives half this $\xi$.

Clean leads change the equations in the end slices alone. In a long bar they multiply the decaying block by end factors that do not depend on length. The Landauer transmission $g=\mathrm{Tr}[\Gamma G_{1L}\Gamma G_{1L}^\dagger]$, where $G$ includes the leads and $\Gamma$ is the coupling to them, should therefore obey $-\frac12\ln g\approx\gamma_ML$. For one bar of 10000 slices with the parameters used below, $-\frac12\ln g=77.8$, while the QR growth of the slowest column for the same disorder was 80.1. The difference of 2.3 is 3% of the total and is of the kind that end factors produce.

## The algorithm in general

Choose $Q_0$ with $M$ orthonormal columns of length $2M$. At each slice factorize
$$T_nQ_{n-1}=Q_nR_n .$$
Inserting these relations one after another gives
$$P_LQ_0=T_L\cdots T_2Q_1R_1=\dots=Q_LR_LR_{L-1}\cdots R_1 .$$
The diagonal of a product of upper triangular matrices is the product of their diagonals. The first $k$ columns of $P_LQ_0$ span a $k$-dimensional volume equal to the product of the first $k$ diagonal entries of $R_L\cdots R_1$. For a generic start this volume grows as the product of the $k$ largest singular values, so
$$\sum_{i=1}^k\gamma_i=\lim_{L\to\infty}\frac1L\sum_{n=1}^L\sum_{i=1}^k\ln|R_{n,ii}| .$$
Subtracting the result for $k-1$ from that for $k$,
$$\boxed{\;\gamma_k=\lim_{L\to\infty}\frac1L\sum_{n=1}^L\ln|R_{n,kk}|\;}$$

In practice:

1. Set $\psi_1=1$, $\psi_0=0$ for all $M$ columns.
2. Advance the columns by $q$ slices.
3. Factorize, add $\ln|R_{kk}|$ to the sum for column $k$, and continue with $Q$.
4. Discard the sums from an initial stretch, so that the choice of starting columns does not bias the average. Several $\xi/a$ slices is a cautious choice.
5. Repeat for independent bars. The scatter of $\gamma_M$ between them gives its statistical error.

The $M$ columns suffice because of the pairing. With all $2M$ columns, over 20 bars, the largest sum of two paired exponents was $1.5\times10^{-4}$ per slice, or 2% of $\gamma_M$.

## A case with a known sum

For Cauchy-distributed site energies of half-width $\delta$, the sum of the exponents is known. Replace the first block column of $H-E$ by $(H-E)\Phi$, which leaves the determinant unchanged because $\Phi_1=1$. That column is zero except for $t\Phi_{L+1}$ at the bottom, and the remaining blocks are triangular with $-t$ on their diagonal. Hence
$$|\det(H-E)|=t^{ML}\,|\det\Phi_{L+1}| .$$

By the volume rule above, $\frac1L\ln|\det\Phi_{L+1}|$ tends to the sum of the $M$ positive exponents, so this sum follows from the average of $\ln|\det(H-E)|$.

The function $\ln\det(H-E)$ is analytic when a site energy moves into the lower half-plane, apart from exceptional cases of probability zero. The Cauchy average of such a function, which grows only logarithmically, is its value at $-i\delta$. Averaging site by site replaces every site energy by $-i\delta$. What remains is a clean bar with $E$ replaced by $E+i\delta$, whose modes separate:
$$\sum_{i=1}^M\gamma_i=\sum_{a=1}^M\mathrm{Re}\,\mathrm{arccosh}\frac{E+i\delta-\varepsilon_a}{2t}.$$
For 16 sites per slice, $t=1$ eV, $E=0.5$ eV and $\delta=0.5$ eV the formula gives 7.598, and QR gives 7.590. This tests the sum. The smallest exponent by itself is tested by the transmission above.

## What omission does

Without orthogonalization every column soon has size $e^{\gamma_1n}$. Rounding with relative precision $\epsilon$ adds an error of order $\epsilon e^{\gamma_1m}$ at slice $m$. Its part outside the fastest direction grows no faster than $e^{\gamma_2(L-m)}$ afterwards. The errors present at the end therefore add up to at most about
$$\epsilon\sum_{m\le L}e^{\gamma_1m+\gamma_2(L-m)}=\epsilon\,e^{\gamma_1L}\sum_{m\le L}e^{-(\gamma_1-\gamma_2)(L-m)} .$$
For $\gamma_1>\gamma_2$ the last sum stays bounded, and the most recent errors dominate it. A final QR then finds in its last column not $e^{\gamma_ML}$ but noise of order $\epsilon e^{\gamma_1L}$, so
$$\gamma_M^{\rm false}\approx\gamma_1-\frac{\ln(1/\epsilon)}{L}.$$
This is a scaling estimate, with an unknown constant beside the logarithm. The noise takes over when
$$L>L_c=\frac{\ln(1/\epsilon)}{\gamma_1-\gamma_M}.$$
The largest exponent is unharmed, which makes the fault easy to overlook. The same estimate limits the interval between factorizations: $(\gamma_1-\gamma_M)q$ must stay well below $\ln(1/\epsilon)$.

## Worked example

The bar has $4\times4$ sites, $a=0.25$ nm, $t=1$ eV, $W=2$ eV and $E=0.5$ eV. Of its 16 channels, 12 are open. The lowest transverse mode lies at $-4t\cos(\pi/5)=-3.236$ eV, so its clean exponent is $\mathrm{arccosh}(3.736/2)=1.237$.

Forty bars of 7000 slices, with the first 1000 discarded and QR every 5 slices, gave $\gamma_1=1.236$. Three more exponents lie near 0.83, and the other twelve run from 0.117 down to
$$\gamma_M=0.0080\pm0.0002\ \text{per slice},\qquad\xi=\frac{0.25\ \text{nm}}{0.00799}=31.3\pm0.9\ \text{nm}.$$
The four large exponents belong to the closed channels, and disorder has barely moved them. They do not affect $\xi$ directly, but they make the calculation delicate, since
$$L_c=\frac{36.04}{1.2356-0.0080}=29.4\ \text{slices}=7.3\ \text{nm},$$
less than a quarter of $\xi$. For this bar, any product long enough to show localization is too long to be left without QR in double precision.

Averages over the same forty bars, started at the wall with nothing discarded, show the change:

| slices | $\gamma_M$, QR | $\gamma_M$, no QR |
|---:|---:|---:|
| 20 | 0.0223 | 0.0223 |
| 40 | 0.0125 | 0.2598 |
| 80 | 0.0111 | 0.7473 |
| 640 | 0.0093 | 1.1740 |

The QR column still contains the effect of the start and the scatter of short runs, so it need not equal 0.0080. The other column heads for $\gamma_1$. At 640 slices the computed spread $\ln(R_{11}/R_{MM})$ is 37.3 without QR, against 783 with it. In single precision it stops at 17.2. The two plateaus differ by 20.1, as do the two values of $\ln(1/\epsilon)$, 36.0 and 15.9, which identifies rounding as the cause.

A second test points the same way. For one bar of 80 slices, a product carried in 120-digit arithmetic without QR gave the same smallest rate as double precision with QR, $-0.0045$, while double precision without QR gave 0.751. The negative sign is no error: 80 slices are fewer than the 125 in one localization length, and a single short bar need not show growth.

With QR every 20 slices, the largest error of $\gamma_M$ in any bar of 640 slices was $5\times10^{-7}$ per slice. With QR every 40 slices the average result was 0.24, where the correct average for these bars is 0.0093.

## Beside a real interconnect

These parameters are a rough model of a strongly disordered copper line, not copper's band structure. Two values are far from typical. The width of 1 nm is well below that of present lines, and the golden-rule mean free path (1.1 nm counting only the velocity along the bar, about 2 nm with the full velocity) is far shorter than the few tens of nanometres of clean bulk copper at room temperature. The golden rule, with the disorder variance $W^2/12$ and one lifetime for all channels, also gives a diffusion constant $D=6.5$ cm²/s. Weak-disorder theory for equivalent channels, quoted here without derivation, turns this into $\xi\approx30$ nm, close to the computed value. At fixed $D$ and fixed density of states that estimate is nearly proportional to the cross-section, so wider lines have a much longer $\xi$.

The assumption that a line in use breaks is phase coherence. Standard estimates with rough copper values (electron-phonon coupling 0.15, Debye temperature 340 K) give dephasing times at 300 K of 30 fs from phonons and 54 fs from other electrons, the latter to order of magnitude, since published forms of its prefactor differ (another common form gives 86 fs, which would raise the length below from 3.5 to 3.8 nm). The rates add, so $\tau_\varphi=(1/29.9+1/54.1)^{-1}=19$ fs and $\sqrt{D\tau_\varphi}\approx3.5$ nm. Since $\hbar/\tau_\varphi\approx34$ meV is above the thermal energy of 26 meV, this is only a rough figure. It puts the cutoff of interference at about a ninth of $\xi$, so the exponential decay over 31 nm should not appear at room temperature. Extended to low temperature, these estimates let the coherence length reach $\xi$ only near 2 K. There $\hbar/\tau_\varphi=\hbar D/\xi^2\approx0.44$ meV exceeds the thermal energy of about 0.18 meV, while the estimate for electrons assumes the opposite, so this temperature is only a rough indication. The other prefactor alone moves it to about 4 K, where the thermal energy of 0.35 meV is still below 0.44 meV.

Two further effects are smaller or less certain. Shifting $E$ by $\pm0.05$ eV, about twice the thermal energy at 300 K, gave 29.5 and 29.6 nm, each with an error of about 0.9 nm, so no energy dependence is resolved. With a rough spin-flip probability of $10^{-3}$ per collision, the spin-orbit length is about 36 nm, comparable with $\xi$. A low-temperature calculation for a real line would therefore need spin-orbit scattering, which can change $\xi$ by an amount not computed here.

The method itself requires an invertible hopping matrix between slices and a run much longer than $\xi$. It gives the localization length of a bar of fixed cross-section. Whether the bulk material is localized is a separate question, which needs the trend of $\xi$ with width. The complete figures are in the numerical output.

## Table of computed values

```
bar: 4 x 4 sites, a = 0.25 nm, width 1.00 nm
t = 1.0 eV, W = 2.0 eV, E = 0.5 eV
E above lowest clean band edge: 5.736 eV
open channels 12 of 16; clean transmission 12.000000
largest clean exponent: 1.2372 per slice
short-bar inverse identity, largest error: 3.0e-12
main run: 40 bars, 7000 slices, first 1000 discarded
positive exponents per slice:
  1.2356 0.8386 0.8304 0.8232 0.1165 0.1032 0.0919 0.0809
  0.0709 0.0607 0.0512 0.0426 0.0336 0.0251 0.0169 0.0080
smallest exponent: 0.00799 +- 0.00022 per slice
localization length: 125.1 slices = 31.3 +- 0.9 nm
pairing, largest |sum|: 1.5e-04 per slice
Cauchy half-width 0.5 eV: sum QR 7.590, exact 7.598
10000-slice bar: QR log growth 80.10
10000-slice bar: -ln(transmission)/2 = 77.80
80 slices, one bar, smallest exponent per slice:
  120 digits no QR -0.004464, double QR -0.004464
  double no QR 0.751015
  largest difference, 120 digits to double QR: 4.4e-16
slices | g_M QR | g_M no QR | log spread QR | log spread no QR
    10   0.03659   0.03659     10.11     10.11
    20   0.02226   0.02226     22.39     22.39
    40   0.01249   0.25978     47.07     37.18
    80   0.01108   0.74733     96.07     37.17
   160   0.00991   0.99031    194.18     37.31
   640   0.00933   1.17401    782.67     37.27
false localization length at 640 slices: 0.213 nm
ln(1/eps): double 36.04, single 15.94
spread plateau: double 37.27, single 17.21
critical length without QR: 29.4 slices = 7.34 nm
640 slices, QR every slice: g_M = 0.00933
QR interval | g_M | largest error in a bar (per slice)
    5   0.00933 1.2e-14
   10   0.00933 7.2e-12
   20   0.00933 5.3e-07
   40   0.23861 2.4e-01
   80   0.73578 7.4e-01
golden rule: lifetime 1.93 fs, mean free path 1.12 nm
diffusion constant: 0.652 nm^2/fs = 6.52 cm^2/s
diffusive estimate of localization length: 30.4 nm
rough inputs: coupling 0.15, Debye 340 K, flip 0.001
300 K dephasing times: phonon 29.9 fs, electron 54.1 fs
coherence length at 300 K: 3.55 nm
coherence length equals localization length at 2.06 K
spin-orbit length: 35.5 nm
kT at 300 K: 25.85 meV; hbar D/xi^2: 0.439 meV
E = 0.45 eV: localization length 29.5 +- 0.8 nm
E = 0.55 eV: localization length 29.6 +- 0.9 nm
```
